# Why a step-edge barrier makes a growing crystal surface unstable

A barrier of 0.13 eV at the edges of atomic steps sounds harmless. Yet in a model of silver growth at 300 K, it makes an adatom on a 50 nm wide terrace end up, on average, 11.7 nm uphill of where it landed. With this width as the step spacing and an assumed strength of surface smoothing, the fastest-growing undulations of a nearly flat surface then grow by a factor e about every 12 deposited layers. The barrier has no preferred direction in space, and it acts on an adatom for only about $10^{-7}$ s. Where does the uphill current come from, and when is it proportional to slope?

Three ingredients are needed: deposition, unequal attachment at the two sides of a step, and nucleation of islands. The first two give an uphill current; the third makes it linear in a small slope. The algebra is classical, and temperature enters as the energy $k_BT$.

## 1. Deposition and unequal attachment

Take straight steps of height $a_z$. A terrace of width $\ell$ has an ascending step at $x=0$ and a descending edge at $x=\ell$, so uphill is towards $-x$. Atoms arrive with flux $F$ per area and diffuse with constant $D$; desorption is neglected. Adatoms are removed much faster than layers are deposited, so their density $n(x)$ is quasi-steady:

$$Dn''+F=0 .$$

Attachment has rate constants $k_+$ from the lower terrace and $k_-$ from above. Detachment would maintain the density $n_{eq}$ at both sides. With $c=n-n_{eq}$, the flux into each boundary gives

$$Dc'(0)=k_+c(0),\qquad -Dc'(\ell)=k_-c(\ell).$$

Define the attachment lengths $d_\pm=D/k_\pm$, with $S=d_-+d_+$ and $\Delta=d_--d_+$. A long $d_-$ means that descent is difficult. The solution is $c=A+Bx-Fx^2/(2D)$. The first condition gives $A=d_+B$. The second gives

$$-d_-\left(B-\frac{F\ell}{D}\right)=d_+B+B\ell-\frac{F\ell^2}{2D},$$

and collecting $B$,

$$B=\frac{F\ell}{D}\,\frac{\ell/2+d_-}{\ell+S}.$$

The current towards $+x$ is $-Dn'=-DB+Fx$. Its average over the terrace is $-DB+F\ell/2$. Reversing the sign gives the uphill current:

$$J_{up}=F\ell\,\frac{\ell/2+d_--(\ell+S)/2}{\ell+S}
=\frac{F\ell\Delta}{2(\ell+S)}. \tag{1}$$

The ratio $J_{up}/F$ is the mean uphill displacement between landing and attachment. An adatom diffuses without bias in the interior, but is often turned back at the descending edge. It therefore has more chances to reach the ascending step.

Equation (1) separates the causes. If $F=0$, the current vanishes whatever the barrier: $n=n_{eq}$ everywhere, as equilibrium requires. If $\Delta=0$, atoms still attach at both sides, but their displacements cancel on average. If $d_-\to\infty$ at fixed $d_+$, every atom goes to the ascending step and $J_{up}/F\to\ell/2$, the mean distance to it.

## 2. From the barrier to an attachment length

Let adatoms hop between sites a distance $a$ apart with rate $w$ in each direction. Descent over the edge has rate $sw$, where $s=e^{-E_{ES}/k_BT}$ if the attempt rates are equal. Here $E_{ES}$ is the extra, Ehrlich-Schwoebel, barrier.

Number the terrace sites $0,\dots,M-1$, with site 0 at the foot of the ascending step, so that $\ell=Ma$. An atom reaching site 0 is attached, hence $d_+=0$. Above equilibrium, the outward current at the last site is $swc_{M-1}$. Extend the profile to a fictitious site $M$ that would carry the same current by ordinary hopping:

$$w(c_{M-1}-c_M)=swc_{M-1}\quad\Rightarrow\quad c_M=(1-s)c_{M-1}.$$

The gradient there is $-c'=sc_{M-1}/a$. Since $d_-=c/(-c')$ at $x=\ell$,

$$d_-=a\frac{1-s}{s}=a\left(e^{E_{ES}/k_BT}-1\right). \tag{2}$$

For $E_{ES}=0.13$ eV and $k_BT=0.02585$ eV the exponential is 152.7. With $a=0.29$ nm, $d_-=0.29\times151.7=44.0$ nm. The barrier matters because this length is not small compared with the terrace width. Equation (1) then gives

$$\frac{J_{up}}F=\frac{50\times44.0}{2(50+44.0)}\ \text{nm}=11.7\ \text{nm}.$$

This is just under half of the strong-barrier limit, 25 nm.

The discrete sites bring a small correction. For $d_+=0$, an atom landing at $x$ descends with probability $x/(\ell+d_-)$, which is linear in $x$ and satisfies both edge conditions. Its mean uphill displacement is $x-\ell x/(\ell+d_-)=xd_-/(\ell+d_-)$. The average of $x$ over the sites is $(\ell-a)/2$ instead of $\ell/2$, so (1) acquires the factor $1-a/\ell$. In the example this lowers the current by 0.58%.

## 3. Without nucleation there is no linear law

Let $m=\partial h/\partial x$ be the coarse-grained slope and $J$ the current towards $+x$. If all steps have the same sign, then $\ell=a_z/|m|$, and (1) becomes

$$J=\operatorname{sgn}(m)\frac{Fa_z\Delta}{2(a_z+S|m|)}. \tag{3}$$

As $m\to0$ this tends to $\operatorname{sgn}(m)F\Delta/2$, a plateau rather than a linear law. Fewer steps do not reduce the current, because each adatom travels farther before it meets one.

A step train is also stable against bunching when $\Delta>0$. Let it descend towards $+x$, with step positions $x_i$ and lower terraces $\ell_i=x_{i+1}-x_i$. Let $R$ be the deposition rate in layers per unit time. Dividing the flux into each boundary by the atoms per area of one layer gives

$$\dot x_i=R[U(\ell_i)+W(\ell_{i-1})],$$

$$U=\ell\frac{\ell/2+d_-}{\ell+S},\qquad
W=\ell\frac{\ell/2+d_+}{\ell+S}.$$

For a perturbation $\delta x_i\propto e^{\mathrm i\varphi i+\sigma t}$, where the upright $\mathrm i$ is the imaginary unit and the italic $i$ is the step number,

$$\sigma=R[U'(e^{\mathrm i\varphi}-1)+W'(1-e^{-\mathrm i\varphi})].$$

The real part contains $-(U'-W')(1-\cos\varphi)$. Since $U-W=\ell\Delta/(\ell+S)$,

$$\operatorname{Re}\sigma=-R(1-\cos\varphi)\frac{\Delta S}{(\ell+S)^2}. \tag{4}$$

For $\Delta>0$ a wide terrace feeds mainly the step that advances into it, and so becomes narrower. With $\ell=10$, $d_-=4$ and $d_+=0$ sites, the fastest decay rate is $2\times16/14^2=0.163$ per layer. Interchanging the two attachment lengths turns it into growth at the same rate. These values agree with a numerical stability calculation for 16 steps.

In this one-dimensional model the barrier therefore does not make straight steps bunch. The instability derived below concerns nominally flat surfaces. Steps that are free to bend are outside the model.

## 4. Nucleation makes the current linear

On a wide terrace, adatoms meet and form islands. An island brings one ascending and one descending step, so steps are present even at zero mean slope. Suppose nucleation fixes their spacing at $\ell$.

Go around a large periodic sample towards $+x$ and label each step up, $u$, or down, $d$. Periodic here refers to the step sequence; the height may increase by a fixed amount per circuit. A terrace between two up steps carries $+J_{up}$, and one between two down steps carries $-J_{up}$. The top of an island and the bottom of a pit have equal edges on both sides, so reflection symmetry makes their mean current zero.

Let $N_{uu}$ count neighbouring pairs up-up, and likewise for the others. Counting each step as the first of a pair,

$$N_u=N_{uu}+N_{ud},\qquad N_d=N_{dd}+N_{du}.$$

Around a closed ring there are as many changes from up to down as from down to up, so $N_{ud}=N_{du}$. Subtraction gives

$$N_{uu}-N_{dd}=N_u-N_d,$$

whatever the order of the steps. For $N$ terraces of equal width, $m=a_z(N_u-N_d)/(N\ell)$. The average current is

$$J=\frac{N_{uu}-N_{dd}}NJ_{up}
=\frac{m\ell}{a_z}\,\frac{F\ell\Delta}{2(\ell+S)}=\alpha m,$$

$$\alpha=\frac{F\Delta\ell^2}{2a_z(\ell+S)}. \tag{5}$$

The slope does not bias the motion on any one terrace. It changes the balance between terraces that carry current in opposite directions.

The law ends at $|m|=a_z/\ell$, where all steps have one sign and (5) meets (3). In the example this is $0.24/50=0.0048$, or 0.28 degrees. On much steeper surfaces, where nucleation adds few steps, the slope itself sets the spacing.

A numerical first-passage calculation on a ring tests the counting argument. With 24 terraces of 12 sites and $d_-=4$ sites, slopes 0.0139, 0.0278 and 0.0556 give displacements 0.229, 0.458 and 0.917 sites. Shuffling the steps leaves these values unchanged.

If terrace widths vary independently of the step signs, the expected current contains the mean of $\ell^2/(\ell+S)$. If the widths themselves respond to slope, let $g$ be the mean of this quantity on up-up terraces, with $g=g_0+g_1m$ to first order. Reflection gives $g_0-g_1m$ on down-down terraces. The current is then proportional to

$$(N_{uu}-N_{dd})g_0+(N_{uu}+N_{dd})g_1m,$$

which is still linear in small $m$, but with a changed coefficient.

## 5. Does nucleation really remove the plateau?

A growth simulation in one dimension can answer this without a prescribed spacing. Atoms land at random on a ring of 600 sites and hop until they gain a lateral neighbour. The hop rate per direction is 1000 times the deposition rate per site, and $s=0.20$. Displacements are averaged between 0.5 and 2.5 layers over eight runs:

| slope | uphill displacement (sites) |
|---|---|
| 0.00 | $-0.027\pm0.013$ |
| 0.03 | $0.129\pm0.014$ |
| 0.06 | $0.322\pm0.020$ |

The uncertainties are standard errors. A step train without nucleation would give 1.73 and 1.52 sites at the two nonzero slopes, a ratio of 0.88. The simulated ratio is 2.49. The difference from exact doubling is $0.322-0.258=0.064$ sites, about 1.9 standard errors. The value at zero slope is also about two standard errors from the zero that symmetry requires. The data thus reject the plateau and are compatible with a linear law, but do not establish linearity precisely.

They do not confirm the coefficient for equal widths. At slope 0.03 the final mean spacing is 3.7 sites, for which the lattice form of (5) gives

$$0.03\times\frac{4\times3.7\times2.7}{2(3.7+4)}=0.078\ \text{sites},$$

well below 0.129. The formula leaves out at least two effects. A spread of widths at fixed mean spacing raises the mean of $\ell^2/(\ell+S)$, whereas an adatom that meets another one stops before it reaches a step. Their separate contributions were not determined here. The spacing is also a final snapshot, and it counts isolated adatoms as steps. Both make it too short, the snapshot more than the counting, because steps multiply as growth proceeds. Without the adatoms the final spacing is about 4.1 sites, which gives 0.09 sites; averaged between 0.5 and 2.5 layers it is about 4.8 sites, which gives 0.12 sites. The gap therefore does not measure the error of (5).

## 6. From uphill current to instability

Let $\Omega$ be the volume per atom, so that $F\Omega=Ra_z$. Moving atoms neither creates nor destroys volume:

$$\frac{\partial h}{\partial t}=Ra_z-\Omega\frac{\partial J}{\partial x}.$$

Insert $J=\alpha\,\partial h/\partial x$ and define $\nu=\Omega\alpha$. Equation (5) and $F\Omega/a_z=R$ give

$$\nu=\frac{R\Delta\ell^2}{2(\ell+S)}. \tag{6}$$

Smoothing at short wavelengths is modelled by a fourth-derivative term with constant $K>0$:

$$\frac{\partial h}{\partial t}=Ra_z-\nu\frac{\partial^2h}{\partial x^2}
-K\frac{\partial^4h}{\partial x^4}. \tag{7}$$

At a crest $\partial^2h/\partial x^2<0$, so the second term raises it: uphill currents converge there. For $h=Ra_zt+\epsilon e^{\omega t}\cos qx$, two derivatives give $-q^2$ and four give $q^4$, hence

$$\omega=\nu q^2-Kq^4. \tag{8}$$

Growth requires $q^2<\nu/K$, or $\lambda>2\pi\sqrt{K/\nu}$. Setting $d\omega/d(q^2)=0$ gives $q^2=\nu/(2K)$. The fastest wavelength is $\lambda_*=2\pi\sqrt{2K/\nu}$, with rate $\nu^2/(4K)$.

The example uses $R=0.1$ layers/s and the round value $K=10^5\ \text{nm}^4/\text{s}$. Then

$$\nu=\frac{0.1\times44.0\times50^2}{2(50+44.0)}
=58.5\ \text{nm}^2/\text{s}.$$

Wavelengths above 260 nm grow, and 367 nm grows fastest. Its rate is $58.5^2/(4\times10^5)=0.00856\ \text{s}^{-1}$, so the e-folding time is 117 s, or 11.7 layers. These numbers depend on the chosen spacing, through $\nu$, and on the chosen smoothing: at fixed $\nu$, a fourfold larger $K$ doubles the wavelength and quadruples the time.

The linear stage ends at a small amplitude. A wave of amplitude $h_0$ has maximum slope $2\pi h_0/\lambda$. At 367 nm it reaches 0.0048 when $h_0\approx0.28$ nm, little more than one step height. Equation (8) describes the onset, not the shape of developed mounds.

The simulation supports the causal role of the barrier. After 25 layers on 400 sites, the root-mean-square roughness was 2.06 layers with $s=0.20$ and 1.32 layers without a barrier. These are single runs, so their ratio is only indicative. The second value shows that random deposition roughens the surface even without the instability.

## 7. Weighing what was left out

**Funnelling.** Suppose atoms landing within $a$ of a descending edge drop down at once. For $a\ll\ell$ and $d_+=0$, each loses an uphill displacement of about $\ell d_-/(\ell+d_-)$. They are a fraction $a/\ell$ of all atoms, so division by $J_{up}/F$ gives a relative loss of about $2a/\ell$. The computed loss is 1.16%. Funnelling becomes important when terraces are only a few sites wide.

**Lifetime and desorption.** For $d_+=0$, the mean residence time is the average of $c$ divided by $F$:

$$\tau=\frac1D\left[\frac{\ell^2(\ell/2+d_-)}{2(\ell+d_-)}-\frac{\ell^2}{6}\right].$$

With $D=4.39\times10^9\ \text{nm}^2/\text{s}$, $\tau=1.1\times10^{-7}$ s, against 10 s per layer. The quasi-steady treatment is safe. For a rough desorption energy of 2.5 eV, the desorption probability is about $10^{-36}$, which is negligible.

**Spacing.** If two adatoms form a stable nucleus, the distance between islands can be estimated; in the formulas of this paragraph it is called $\ell$. With total hop rate $\Gamma$, the adatom coverage is about $R\ell^2/(\Gamma a^2)$. Pairs form at a rate of about $\Gamma$ times its square per site. Requiring one pair in an area $\ell^2$ during the time $1/R$ gives

$$\frac R\Gamma\left(\frac\ell a\right)^6\sim1,\qquad
\ell\sim a\left(\frac\Gamma R\right)^{1/6}.$$

For $\Gamma=2.09\times10^{11}\ \text{s}^{-1}$ this is 33 nm. Each island brings two steps, so the steps are closer together than the islands: in one dimension about 16 nm apart. The estimate leaves out a numerical factor of order one, so it suggests, but does not establish, that the chosen 50 nm is wide if pairs are stable. At these rates a pair survives until a third atom arrives only if its bond is about 0.5 eV or stronger. With a weaker bond the stable nucleus is larger and the islands lie farther apart, so the estimate does not fix the spacing on real silver at 300 K. A step spacing of 33 nm lowers $\nu$ to 30.8 nm²/s, and 16 nm lowers it to about 10 nm²/s. Because the fastest rate is $\nu^2/(4K)$, the e-folding time at the same $K$ then rises from 12 layers to about 42 and to more than 400. But $K$ need not stay the same. Where the smoothing itself comes from nucleation, it weakens as the spacing shrinks; with $K\propto\ell^4$ the time would instead fall to about 8 and 5 layers. Even the direction of this change depends on the origin of $K$. An exponential distribution of widths with mean 50 nm would instead multiply the original $\nu$ by 1.17.

**Barrier and temperature.** With spacing held at 50 nm, barriers of 0.10 and 0.16 eV give $\nu=26.7$ and 92.3 nm²/s. At 350 K, with the same spacing and a 0.13 eV barrier, $\nu=37.3$ nm²/s. In the model, heating weakens the barrier's effect at fixed spacing, but faster diffusion also widens the spacing, which acts the other way.

**The real case.** The barriers, 0.10 eV for terrace diffusion and 0.13 eV extra at edges, are rough typical values for silver on Ag(111); the deposition rate of 0.1 layers/s is a chosen value. Real islands break the assumption of straight, uniform steps: their edges have kinks and different orientations, with different barriers. The 0.10 to 0.16 eV range shows that a modest change of the effective barrier moves $\nu$ by roughly half its value either way. At the same $K$ and spacing, the e-folding time then lies anywhere between about 5 and 56 layers. All of this assumes equal attempt rates at the edge and on the terrace, whereas fits for Ag(111) often pair a barrier of this size with a larger attempt rate at the edge. A rate ten times larger multiplies $s$ by ten and gives $d_-=4.1$ nm, an uphill displacement of 1.9 nm and $\nu=9.6$ nm²/s. The barrier range therefore bounds neither this uncertainty nor the error of the one-dimensional geometry, and $K$ remains a chosen parameter. In atomic layer deposition this mechanism can matter only if adsorbed species move across terraces before they are fixed by surface reactions. Where they are immobile, roughness needs another explanation.

The remaining computed values are in the numerical output below.

## Computed values

```
LATTICE RING, width 12 sites, s = 0.20, d_minus = 4.0 sites
  slope 0.0000  uphill displacement 0.0000 sites
  slope 0.0139  uphill displacement 0.2292 sites
  slope 0.0278  uphill displacement 0.4583 sites
  slope 0.0556  uphill displacement 0.9167 sites
  slope 0.0833  uphill displacement 1.3750 sites
GROWTH SIMULATION, hop/deposition ratio 1000
  slope 0.00  uphill -0.027 +- 0.013 sites, step spacing 3.6 sites
  slope 0.03  uphill 0.129 +- 0.014 sites, step spacing 3.7 sites
  slope 0.06  uphill 0.322 +- 0.020 sites, step spacing 3.9 sites
  ratio of currents at the two slopes: 2.49
  ratio for a step train without nucleation: 0.88
  step-train displacements: 1.73 and 1.52 sites
  roughness after 25 layers, with barrier: 2.06 layers
  roughness after 25 layers, no barrier: 1.32 layers
STEP TRAIN, spacing 10, attachment length 4 (sites)
  most negative rate, normal barrier: -0.1633 per layer
  largest rate, normal barrier: 0.0000 per layer
  largest rate, inverse barrier: 0.1633 per layer
EXAMPLE INPUTS (rough, regime of Ag on Ag(111))
  T = 300 K, kT = 0.02585 eV
  ES barrier 0.13 eV, diffusion barrier 0.10 eV
  desorption energy 2.5 eV, attempt rate 1e+13 1/s
  site distance 0.29 nm, step height 0.24 nm
  R = 0.1 layers/s, spacing 50 nm, K = 1e+05 nm^4/s
EXAMPLE RESULTS
  Boltzmann factor exp(E_ES/kT) = 152.7
  attachment length d_minus = 44.0 nm
  uphill displacement on a vicinal terrace = 11.70 nm
  nu = 58.5 nm^2/s
  slope limit a_z/l = 0.0048 = 0.28 degrees
  shortest unstable wavelength = 260 nm
  fastest wavelength = 367 nm
  fastest rate = 0.00856 1/s, grid value 0.00856 1/s
  e-folding: 117 s = 11.7 layers
NEGLECTED EFFECTS
  lattice correction a/l = 0.58 %
  funnelling at edges lowers current by 1.16 %
  exponential width distribution: nu times 1.17
  ES barrier 0.10 eV: nu = 26.7 nm^2/s
  ES barrier 0.16 eV: nu = 92.3 nm^2/s
  T = 350 K at fixed spacing: nu = 37.3 nm^2/s
  hop rate 2.09e+11 1/s, D = 4.39e+09 nm^2/s
  nucleation spacing estimate = 33 nm, nu there = 30.8 nm^2/s
  adatom residence time = 1.1e-07 s, times R = 1.1e-08
  desorption probability = 1.1e-36
```
